# Perpendicular magnetoresistance of two ferromagnets with a short spin diffusion length: a program that tests the result

```python
"""
Perpendicular magnetoresistance of two touching ferromagnets.
Result under test, for contacts that hold both spin potentials equal:
    MR = (R_AP - R_P)/R_P = beta^2/(1-beta^2) * (l/t) * tanh(t/l)
beta : bulk spin asymmetry; channel resistivities are 2*rho_star*(1 -/+ beta)
l, t : spin diffusion length and thickness of each ferromagnet (nm)
rho_star : resistivity parameter (nOhm m); total is rho_star*(1-beta^2)
AR   : resistance times area (fOhm m^2); 1 nOhm m * nm = 0.001 fOhm m^2
W    : difference of the spin-up and spin-down potentials
The independent road is a network of two resistor chains (one per spin)
joined by spin-flip conductances, solved by linear algebra.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solveh_banded


def layer(length, rho_star, pol, l_sf):
    return ("layer", length, rho_star, pol, l_sf)


def interface(r_star, pol):
    """Spin-dependent interface; r_star in fOhm m^2."""
    return ("interface", r_star, pol)


def solve_network(parts):
    """Return AR, W/J at all nodes (fOhm m^2), and Js/J on all links."""
    links, shunt = [], [0.0]
    for part in parts:
        if part[0] == "interface":
            _, r_star, pol = part
            links.append((2*r_star*(1 - pol), 2*r_star*(1 + pol)))
            shunt.append(0.0)
            continue
        _, length, rho_star, pol, l_sf = part
        cells = max(20, int(np.ceil(110*length/l_sf)))
        h = length/cells
        series = 1e-3*rho_star*h
        # spin-flip conductance per cell, from 1/l^2 = g*(rho_up + rho_down)
        flip = 1e3*h/(4*rho_star*l_sf**2)
        for _ in range(cells):
            links.append((2*series*(1 - pol), 2*series*(1 + pol)))
            shunt[-1] += flip/2
            shunt.append(flip/2)
    cond = 1/np.array(links)
    shunt = np.array(shunt)
    inner = len(links) - 1
    band = np.zeros((3, 2*inner))
    band[0] = (cond[:-1] + cond[1:] + shunt[1:-1, None]).ravel()
    band[1, 0::2] = -shunt[1:-1]
    band[2, :-2] = -cond[1:-1].ravel()
    source = np.zeros(2*inner)
    source[:2] = cond[0]
    pot = np.zeros((inner + 2, 2))
    pot[0] = 1.0
    pot[1:-1] = solveh_banded(band, source, lower=True).reshape(-1, 2)
    current = (pot[:-1] - pot[1:])*cond
    total = current.sum(axis=1)
    assert np.ptp(total) < 1e-6*total.mean()   # charge is conserved
    J = total.mean()
    return 1/J, (pot[:, 0] - pot[:, 1])/J, (current[:, 0] - current[:, 1])/J


def mr_formula(beta, l, t):
    return beta**2/(1 - beta**2)*l/t*np.tanh(t/l)


def mr_thick(beta, l, t):
    return beta**2*l/((1 - beta**2)*t)


def bare_pair(beta, l, t, rho_star):
    first = layer(t, rho_star, beta, l)
    return [solve_network([first, layer(t, rho_star, s*beta, l)])
            for s in (1, -1)]


def ratio(r_p, r_ap):
    return (r_ap - r_p)/r_p


# ---------------- inputs ----------------
beta, l, t = 0.7, 5.5, 50.0
rho_star = 240.0
rho_au, l_au, d_au = 20.0, 50.0, 5.0       # rough gold film values
r_int, gamma = 0.5, 0.7                    # round interface parameters
beta_warm, l_warm = 0.6, 4.0               # assumed warmer case
k_fermi = 12.0                             # assumed, 1/nm
J_amp_cm2, temperature = 1e6, 4.2

# ---------------- main result ----------------
r_F = 1e-3*rho_star*l
AR_p = 2e-3*t*rho_star*(1 - beta**2)
dAR = 2*beta**2*r_F*np.tanh(t/l)
W0 = 2*beta*r_F*np.tanh(t/l)
mr = mr_formula(beta, l, t)
(net_p, W_p, Js_p), (net_ap, W_ap, Js_ap) = bare_pair(beta, l, t, rho_star)
mr_net = ratio(net_p, net_ap)
assert abs(net_p/AR_p - 1) < 1e-6
assert abs((net_ap - net_p)/dAR - 1) < 1e-4
assert abs(mr_net/mr - 1) < 1e-4
assert round(100*mr_net, 1) == 10.6

# potential splitting and spin current through the whole structure
z = np.linspace(-t, t, len(W_ap))
z_link = (z[1:] + z[:-1])/2
W_exact = W0*np.sinh((t - abs(z))/l)/np.sinh(t/l)
Js_exact = -np.sign(z_link)*beta*(
    1 - np.cosh((t - abs(z_link))/l)/np.cosh(t/l))
assert np.max(abs(W_p)) < 1e-6
assert np.max(abs(Js_p - beta)) < 1e-6
assert np.max(abs(W_ap - W_exact)) < 1e-4*W0
assert np.max(abs(Js_ap - Js_exact)) < 1e-4

# other thicknesses, another resistivity, and no spin flips
table = []
for thick in (3.0, 5.5, 15.0, 50.0):
    p, ap = bare_pair(beta, l, thick, 90.0)
    value = ratio(p[0], ap[0])
    assert abs(value/mr_formula(beta, l, thick) - 1) < 1e-4
    table.append((thick, value, mr_thick(beta, l, thick)))
assert table[0][2] > 1.5*table[0][1]       # thick-layer form fails here
p, ap = bare_pair(beta, 1e5, t, rho_star)
mr_noflip = ratio(p[0], ap[0])
assert abs(mr_noflip/(beta**2/(1 - beta**2)) - 1) < 1e-4


# ---------------- neglected effects ----------------
def device(leads=False, spacer=False, inner=None, outer=None):
    """AR_P and AR_AP; ohmic resistance of the leads is subtracted."""
    result = []
    lead_length = 10*l_au
    for s in (1, -1):
        lead = [layer(lead_length, rho_au, 0.0, l_au)] if leads else []
        parts = list(lead)
        if outer is not None:
            parts.append(interface(r_int, outer))
        parts.append(layer(t, rho_star, beta, l))
        if inner is not None:
            parts.append(interface(r_int, inner))
        if spacer:
            parts.append(layer(d_au, rho_au, 0.0, l_au))
        if inner is not None:
            parts.append(interface(r_int, s*inner))
        parts.append(layer(t, rho_star, s*beta, l))
        if outer is not None:
            parts.append(interface(r_int, s*outer))
        parts += lead
        AR = solve_network(parts)[0]
        result.append(AR - (2e-3*lead_length*rho_au if leads else 0.0))
    return result


r_N = 1e-3*rho_au*l_au
lead_extra = beta**2*r_F*r_N/(r_F + r_N)
lead_p, lead_ap = device(leads=True)
mr_lead = ratio(lead_p, lead_ap)
assert abs((lead_p - AR_p)/(2*lead_extra) - 1) < 1e-3
assert abs((lead_ap - lead_p)/dAR - 1) < 1e-3
assert mr_lead < mr

mr_spacer = ratio(*device(spacer=True))
assert mr_spacer < mr
mr_inner = ratio(*device(inner=gamma))
mr_inner_formula = beta**2*(r_F + r_int)/(
    (1 - beta**2)*(1e-3*t*rho_star + r_int))
assert abs(mr_inner/mr_inner_formula - 1) < 1e-4
mr_plain = ratio(*device(inner=0.0))
assert mr_plain < mr < mr_inner
all_p, all_ap = device(leads=True, spacer=True, inner=gamma, outer=gamma)
mr_all = ratio(all_p, all_ap)
mr_warm = mr_formula(beta_warm, l_warm, t)
p, ap = bare_pair(beta_warm, l_warm, t, rho_star)
assert abs(ratio(p[0], ap[0])/mr_warm - 1) < 1e-4

# size of the spin splitting against the thermal voltage
split_mV = W0*1e-15*J_amp_cm2*1e4*1e3
thermal_mV = sc.k*temperature/sc.e*1e3
assert split_mV < thermal_mV

# one-band mean free paths from the Drude conductivity of each spin
kf = k_fermi*1e9
density = kf**3/(6*np.pi**2)
rho_up, rho_dn = 2*rho_star*(1 - beta), 2*rho_star*(1 + beta)
path_up, path_dn = [sc.hbar*kf/(density*sc.e**2*rho*1e-9)*1e9
                    for rho in (rho_up, rho_dn)]
# check by the Fermi-surface integral of the Boltzmann conductivity
angular = quad(lambda a: np.cos(a)**2*np.sin(a), 0, np.pi)[0]
sigma_up = (sc.e**2*path_up*1e-9/(8*np.pi**3*sc.hbar)
            * 2*np.pi*kf**2*angular)
assert abs(sigma_up*rho_up*1e-9 - 1) < 1e-8

# ---------------- output ----------------
print(f"beta = {beta}; l = {l} nm; t = {t} nm; t/l = {t/l:.3f}")
print(f"rho_star = {rho_star:.0f} nOhm m")
print(f"total resistivity = {rho_star*(1-beta**2):.1f} nOhm m")
print(f"majority, minority resistivity = {rho_up:.0f}, {rho_dn:.0f} nOhm m")
print(f"beta^2/(1-beta^2) = {beta**2/(1-beta**2):.4f}")
print(f"l/t = {l/t:.4f}; 1 - tanh(t/l) = {1-np.tanh(t/l):.2e}")
print(f"r_F = rho_star*l = {r_F:.3f} fOhm m^2")
print(f"AR parallel, formula = {AR_p:.4f} fOhm m^2")
print(f"AR parallel, network = {net_p:.4f} fOhm m^2")
print(f"AR difference, formula = {dAR:.4f} fOhm m^2")
print(f"AR difference, network = {net_ap-net_p:.4f} fOhm m^2")
print(f"AR antiparallel, formula = {AR_p+dAR:.4f} fOhm m^2")
print(f"MR, formula = {100*mr:.3f} percent")
print(f"MR, network = {100*mr_net:.3f} percent")
print(f"same difference over R_AP = {100*dAR/(AR_p+dAR):.2f} percent")
print(f"W0/J at junction, formula = {W0:.4f} fOhm m^2")
print(f"W0/J at junction, network = {np.max(W_ap):.4f} fOhm m^2")
mid = int(np.argmin(abs(z_link + t/2)))
print(f"AP: Js/J in middle of first magnet = {Js_ap[mid]:.4f}")
for thick, value, approx in table:
    print(f"t = {thick:4.1f} nm: MR network {100*value:.2f} percent, "
          f"thick-layer form {100*approx:.2f} percent")
print(f"MR without spin flips, network = {100*mr_noflip:.2f} percent")
print(f"gold, rough: {rho_au:.0f} nOhm m, l = {l_au:.0f} nm, "
      f"r_N = {r_N:.2f} fOhm m^2")
print(f"extra AR per gold lead = {lead_extra:.4f} fOhm m^2")
print(f"MR with gold leads = {100*mr_lead:.2f} percent")
print(f"MR with {d_au:.0f} nm gold spacer = {100*mr_spacer:.2f} percent")
print(f"interface: r_I = {r_int} fOhm m^2, gamma = {gamma}")
print(f"MR, selective inner interfaces = {100*mr_inner:.2f} percent")
print(f"MR, non-selective inner interfaces = {100*mr_plain:.2f} percent")
print(f"MR, leads + spacer + 4 interfaces = {100*mr_all:.2f} percent")
print(f"AR_P, AR_AP of that stack = {all_p:.3f}, {all_ap:.3f} fOhm m^2")
print(f"warmer case: beta = {beta_warm}, l = {l_warm} nm, "
      f"MR = {100*mr_warm:.2f} percent")
print(f"current density = {J_amp_cm2:.0e} A/cm^2")
print(f"spin splitting W0 = {split_mV:.4f} mV")
print(f"thermal voltage at {temperature} K = {thermal_mV:.3f} mV")
print(f"assumed Fermi wave number = {k_fermi:.0f} 1/nm")
print(f"mean free path, majority = {path_up:.1f} nm")
print(f"mean free path, minority = {path_dn:.1f} nm")
print("success")
```

Printed output:

```
beta = 0.7; l = 5.5 nm; t = 50.0 nm; t/l = 9.091
rho_star = 240 nOhm m
total resistivity = 122.4 nOhm m
majority, minority resistivity = 144, 816 nOhm m
beta^2/(1-beta^2) = 0.9608
l/t = 0.1100; 1 - tanh(t/l) = 2.54e-08
r_F = rho_star*l = 1.320 fOhm m^2
AR parallel, formula = 12.2400 fOhm m^2
AR parallel, network = 12.2400 fOhm m^2
AR difference, formula = 1.2936 fOhm m^2
AR difference, network = 1.2936 fOhm m^2
AR antiparallel, formula = 13.5336 fOhm m^2
MR, formula = 10.569 percent
MR, network = 10.569 percent
same difference over R_AP = 9.56 percent
W0/J at junction, formula = 1.8480 fOhm m^2
W0/J at junction, network = 1.8480 fOhm m^2
AP: Js/J in middle of first magnet = 0.6926
t =  3.0 nm: MR network 87.56 percent, thick-layer form 176.14 percent
t =  5.5 nm: MR network 73.17 percent, thick-layer form 96.08 percent
t = 15.0 nm: MR network 34.93 percent, thick-layer form 35.23 percent
t = 50.0 nm: MR network 10.57 percent, thick-layer form 10.57 percent
MR without spin flips, network = 96.08 percent
gold, rough: 20 nOhm m, l = 50 nm, r_N = 1.00 fOhm m^2
extra AR per gold lead = 0.2788 fOhm m^2
MR with gold leads = 10.11 percent
MR with 5 nm gold spacer = 9.42 percent
interface: r_I = 0.5 fOhm m^2, gamma = 0.7
MR, selective inner interfaces = 13.99 percent
MR, non-selective inner interfaces = 6.90 percent
MR, leads + spacer + 4 interfaces = 11.30 percent
AR_P, AR_AP of that stack = 14.040, 15.627 fOhm m^2
warmer case: beta = 0.6, l = 4.0 nm, MR = 4.50 percent
current density = 1e+06 A/cm^2
spin splitting W0 = 0.0185 mV
thermal voltage at 4.2 K = 0.362 mV
assumed Fermi wave number = 12 1/nm
mean free path, majority = 11.7 nm
mean free path, minority = 2.1 nm
success
```
